# Atomic U and J of Fe²⁺ from LSD total-energy differences

## Problem

A free Fe²⁺ ion has closed shells from 1s to 3p, six 3d electrons and an empty 4s shell. Let $E(a,b)$ be its non-relativistic total energy in the local spin density (LSD) approximation with $a$ spin-up and $b$ spin-down 3d electrons, and let $n=a+b$. The electrons of each spin are spread evenly over the five values of $m$, so the density is spherical. This density is the average over all determinants with the given $a,b$, and $E(a,b)$ is the LSD energy of that average density. Because the functional is not linear in the density, this is not the same as the average of the LSD energies of the separate determinants. For (5,0) and (5,1) all determinants belong to one term (⁶S and ⁵D), so the average contains a single multiplet; the other occupations used below average over several multiplets.

Atomic units are used in the algebra, eV and angstrom for numbers. The Slater integrals of a normalized radial function $P(r)=rR(r)$ are

$$F^k=\int_0^\infty\!\!\int_0^\infty P^2(r)\,P^2(r')\,\frac{r_<^k}{r_>^{k+1}}\,dr\,dr' .$$

(a) For a rigid d shell, find the average interaction energy of $a$ up and $b$ down electrons in terms of $F^0,F^2,F^4$.

(b) Find a combination of energies with five, six and seven d electrons that isolates the interaction of an up with a down electron. Find the cost of one spin flip at fixed charge. What does the high-spin difference $W=E(5,2)+E(5,0)-2E(5,1)$ measure?

(c) Set up the radial LSD equations and compute the energies needed.

(d) Keep all orbitals frozen. Which parts of the LSD energy contribute to $U$ and to $J$?

(e) Let the orbitals relax. Explain the change of $U$ and of $J$.

(f) Obtain $U$ and $J$ again from eigenvalues.

(g) Compare with the unscreened Slater integrals, and decide whether $J$ may be taken from $U-W$.

## Solution

### (a) Average pair energy

Expand the repulsion in Legendre polynomials of the angle $\gamma$ between the two electrons:

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma).$$

Let $U_{mm'}$ be the direct and $K_{mm'}$ the exchange integral of orbitals $m$ and $m'$. An antiparallel pair has energy $U_{mm'}$, and a parallel pair has $U_{mm'}-K_{mm'}$.

For the direct sum, $\sum_m|Y_{2m}|^2=5/4\pi$ is constant. The angular average of $P_k$ vanishes unless $k=0$, so

$$\sum_{mm'}U_{mm'}=25F^0 .$$

The average antiparallel pair energy is $F^0$.

For the exchange sum, the addition theorem $\sum_mY^*_{2m}(1)Y_{2m}(2)=(5/4\pi)P_2(\cos\gamma)$ is used twice. The integral over both directions gives $8\pi^2\int_{-1}^1dx$ with $x=\cos\gamma$:

$$\sum_{mm'}K_{mm'}=\sum_kF^k\,\frac{25}{16\pi^2}\,8\pi^2\!\int_{-1}^{1}\!P_2^2P_k\,dx=\sum_kF^k\,\frac{25}{2}\int_{-1}^{1}\!P_2^2P_k\,dx .$$

With $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$ and $\int P_k^2dx=2/(2k+1)$, the integrals are $\frac25,\frac4{35},\frac4{35}$ for $k=0,2,4$. Hence

$$\sum_{mm'}K_{mm'}=5F^0+\tfrac{10}{7}(F^2+F^4).$$

Since $U_{mm}=K_{mm}$, the diagonal terms of $U-K$ vanish, and the sum of $U-K$ belongs to the 20 ordered pairs with $m\ne m'$. The average parallel pair energy is

$$\frac{25F^0-5F^0-\frac{10}{7}(F^2+F^4)}{20}=F^0-J_S,\qquad J_S=\frac{F^2+F^4}{14}.$$

When all determinants with given $a,b$ are averaged, every orbital pair of a given kind occurs equally often. There are $ab$ antiparallel pairs and $\frac12a(a-1)+\frac12b(b-1)$ parallel ones, together $\frac12n(n-1)$. Therefore

$$E_{\rm pair}=\tfrac12F^0n(n-1)-\tfrac12J_S\,[a(a-1)+b(b-1)]. \tag{1}$$

### (b) Differences that isolate the parameters

Terms that depend on $a$ alone or on $b$ alone cancel in the mixed difference

$$U\equiv E(5,2)-E(4,2)-E(5,1)+E(4,1). \tag{2}$$

In (1) only $F^0ab$ survives. Its coefficient is $10-8-5+4=1$, so $U=F^0$ for a rigid shell.

In a flip $(a,b)\to(a-1,b+1)$ the charge term is unchanged. The square bracket of (1) changes by

$$(a-1)(a-2)-a(a-1)+(b+1)b-b(b-1)=-2(a-1)+2b,$$

and multiplication by $-\frac12J_S$ gives

$$\Delta E_{\rm flip}=J_S\,(a-1-b). \tag{3}$$

The cost is $3J_S$ from (5,1), $J_S$ from (4,2) and $4J_S$ from (5,0). For the d⁶ ion we define

$$J\equiv\tfrac13[E(4,2)-E(5,1)] .$$

In $W$ only $b$ changes. The term $F^0ab$ is linear in $b$ and cancels. The parallel term $\frac12b(b-1)(F^0-J_S)$ equals $F^0-J_S$ at $b=2$ and zero at $b=0,1$. Thus $W=F^0-J_S$: it measures the repulsion of two parallel electrons, not $F^0$.

A one-electron energy, the same for both spins, adds a term linear in $n$, which drops out of all these results.

### (c) Radial LSD calculation

Let $D_s(r)=\sum_if_{is}P_{is}^2$ be the number of electrons of spin $s$ per unit radius, with $f_{is}$ the occupation of a whole subshell. The spin density is $n_s=D_s/4\pi r^2$, and $\rho=n_\uparrow+n_\downarrow$. The energy is

$$E=\sum_{is}f_{is}\langle P_{is}|h_l|P_{is}\rangle+\frac12\iint\frac{D(r)D(r')}{r_>}\,dr\,dr'+E_x+E_c, \tag{4}$$

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,\qquad E_x=-\frac34\Big(\frac6\pi\Big)^{1/3}\!\int(n_\uparrow^{4/3}+n_\downarrow^{4/3})\,d^3r,$$

where $D=D_\uparrow+D_\downarrow$. $E_c$ is the Perdew–Wang local correlation energy, a fitted function of the two local spin densities whose parameters are in the program. Making (4) stationary with each $P_{is}$ normalized gives

$$[h_l+v_H+v_{xc,s}]P_{is}=\varepsilon_{is}P_{is},\qquad v_H(r)=\int\frac{D(r')}{r_>}dr', \tag{5}$$

with $v_{xc,s}=\delta(E_x+E_c)/\delta n_s$. Its exchange part is $-(6n_s/\pi)^{1/3}$.

The orbitals are expanded in functions $\chi_i\propto r^{l+1}e^{-\alpha_ir^2}$. Differentiating twice,

$$\chi_j''=\Big[\frac{l(l+1)}{r^2}-2(2l+3)\alpha_j+4\alpha_j^2r^2\Big]\chi_j .$$

The first term cancels the centrifugal term of $h_l$. With $p=\alpha_i+\alpha_j$, integration by parts shows that the mean of $r^2$ with weight $\chi_i\chi_j$ is $(2l+3)/2p$. The kinetic matrix, centrifugal part included, is then

$$T_{ij}=(2l+3)\alpha_j\Big(1-\frac{\alpha_j}{p}\Big)S_{ij}=(2l+3)\frac{\alpha_i\alpha_j}{\alpha_i+\alpha_j}S_{ij},$$

where $S_{ij}$ is the overlap. The closed form matters for s functions: the integrand $(P')^2$ does not vanish at the nucleus, and a grid that starts at finite $r$ would lose part of it. The potentials are integrated on a logarithmic grid.

For each $(a,b)$ a potential is assumed, (5) is solved, a new potential is built from the densities, and part of the change is mixed in until the two agree. The results relative to $E(5,1)$ are:

| $(a,b)$ | energy (eV) |
|---|---|
| (5,0) | 31.848 |
| (4,1) | 36.104 |
| (4,2) | 2.803 |
| (3,3) | 3.735 |
| (5,2) | −16.834 |

From (2) and (3),

$$U=-16.834-2.803-0+36.104=16.467\ \text{eV},\qquad J=\frac{2.803}{3}=0.934\ \text{eV}.$$

In hartree these are 0.6052 and 0.0343. The third decimal in eV describes the numerical solution of this model, not its accuracy for the real ion. As tests, a larger radial basis must reproduce $U$ and $J$ within 0.01 eV, and a three-dimensional calculation of the (5,0) ion in the same basis must reproduce its total energy within 0.003 eV.

### (d) Frozen orbitals

Take all orbitals from the unpolarized (3,3) ion, where up and down orbitals coincide, and change only the occupations. The 3d function $P$ of this ion also defines the unscreened integrals:

$$F^0=23.577,\quad F^2=10.748,\quad F^4=6.655\ \text{eV},\qquad J_S=\frac{10.748+6.655}{14}=1.243\ \text{eV}.$$

These values belong to this orbital; a more compact one would give larger integrals, since $F^k$ scales as one over length.

**The terms of $U$.** The one-body energy is linear in $n$ and cancels in (2). With $D=D_{\rm core}+nP^2$, the Hartree energy is a constant, a term linear in $n$, and $\frac12n^2F^0$. Its mixed difference is

$$\tfrac12F^0(7^2-6^2-6^2+5^2)=F^0 .$$

The Hartree term contains $n^2$ where (1) has $n(n-1)$, because each electron also repels itself. The difference is linear in $n$ and does not enter $U$. Frozen LSD exchange has the form $X(a)+X(b)$, since each spin enters separately, so its mixed difference is zero. Correlation couples the spins and remains:

$$U_{\rm frozen}=F^0+\Delta_{\rm mixed}E_c=23.577-0.097=23.480\ \text{eV}.$$

**The terms of $J$.** A flip leaves the total density unchanged. The one-body and Hartree energies therefore do not change, and $J_{\rm frozen}$ comes from exchange and correlation alone. Put $M=a-b$ and let $\rho_d=P^2/4\pi r^2$ be the density of one d electron. The local polarization is $\zeta=M\rho_d/\rho$, because the core is unpolarized. With $n_{\uparrow,\downarrow}=\frac12\rho(1\pm\zeta)$ and the binomial series

$$(1+\zeta)^{4/3}+(1-\zeta)^{4/3}=2+\tfrac49\zeta^2+\tfrac{10}{243}\zeta^4+\dots,$$

the exchange energy becomes

$$E_x=-\frac34\Big(\frac3\pi\Big)^{1/3}\!\int\rho^{4/3}\Big[1+\tfrac29\zeta^2+\tfrac5{243}\zeta^4+\dots\Big]d^3r . \tag{6}$$

At fixed $n$, $a^2+b^2=\frac12(n^2+M^2)$, so (1) depends on the moment as $-\frac14J_SM^2$. Matching this to the $\zeta^2$ term of (6), which is $-\frac16(3/\pi)^{1/3}M^2\int\rho_d^2\rho^{-2/3}d^3r$, gives to leading order

$$J_x=\frac23\Big(\frac3\pi\Big)^{1/3}\int\frac{\rho_d^2}{\rho^{2/3}}\,d^3r .$$

This integral contains the total density, core included, and no $F^2$ or $F^4$. LSD exchange thus has no reason to reproduce $J_S$. The full functional gives an exchange part of 1.086 eV and a correlation part of −0.166 eV, so that $J_{\rm frozen}=0.919$ eV, computed from unrounded parts.

Equation (6) also shows how far exchange departs from a quadratic law. The $\zeta^4$ term is smaller than the $\zeta^2$ term by the factor $\frac5{54}\zeta^2$. In the frozen (5,1) ion $|\zeta|\le\frac46$, so this factor is at most about 0.04. The relaxed calculation, which also contains correlation, gives 0.934 eV from (5,1)→(4,2) and $3.735-2.803=0.932$ eV from (4,2)→(3,3). The quadratic law works well here.

### (e) Relaxation

The energies are also computed with the core frozen and the 3d orbitals free. More freedom can only lower a minimum, so for each occupation $E_{\rm relaxed}\le E_{\rm frozen\ core}\le E_{\rm frozen}$. This does not yet fix the sign of the change in $U$, which is a difference of such energies.

Describe the normalized orbitals by free parameters $x$, and let $\mathcal E(N,x)$ be the energy (4) at d occupations $N=(N_\uparrow,N_\downarrow)=(a,b)$, now continuous. The physical energy is $E(N)=\min_x\mathcal E$. Since $\partial\mathcal E/\partial x=0$ at the minimum, $\partial E/\partial N_i=\partial\mathcal E/\partial N_i$. Differentiating the minimum condition with respect to $N_j$ gives

$$H\frac{dx}{dN_j}+g_j=0,\qquad H=\frac{\partial^2\mathcal E}{\partial x^2},\quad g_j=\frac{\partial^2\mathcal E}{\partial x\,\partial N_j},$$

and therefore

$$\frac{\partial^2E}{\partial N_i\partial N_j}=\frac{\partial^2\mathcal E}{\partial N_i\partial N_j}-g_i^{T}H^{-1}g_j . \tag{7}$$

At a stable minimum $H$ is positive. Write $g_\uparrow=g+\delta$ and $g_\downarrow=g-\delta$. The relaxation term in the mixed derivative is

$$-(g+\delta)^TH^{-1}(g-\delta)=-g^TH^{-1}g+\delta^TH^{-1}\delta .$$

The cross terms cancel because $H$ is symmetric. An added d electron acts on the other orbitals mainly through its Hartree potential, which is the same for both spins apart from the small difference between the two 3d densities. Hence $g$ dominates $\delta$, and relaxation lowers $U$.

For a flip, the curvature is $E_{\uparrow\uparrow}+E_{\downarrow\downarrow}-2E_{\uparrow\downarrow}$, which equals $-2J$ in the model (1). Its relaxation term is

$$-(g_\uparrow-g_\downarrow)^TH^{-1}(g_\uparrow-g_\downarrow)=-4\,\delta^TH^{-1}\delta .$$

The large common part has dropped out, and the remainder raises $J$ slightly. This is a leading-order argument, because the first term of (7) also changes when the orbitals change. The computed values agree with it:

- $U$ falls from 23.480 to 16.858 eV when 3d relaxes, and to 16.467 eV when the core relaxes too. The two steps are 6.622 and 0.391 eV. This split belongs to the order in which the shells are freed; only the sum, 7.013 eV, is independent of that order. Freeing the core first gives 2.234 eV for the core and 4.779 eV for 3d. The sum still refers to orbitals frozen from the (3,3) ion; frozen from (5,1) it is 6.841 eV, with the same relaxed $U$.
- $J$ rises from 0.919 to 0.934 eV. The sign refers to frozen orbitals taken from the unpolarized (3,3) ion. With orbitals frozen from (5,1), $E(5,1)$ would be unchanged and $E(4,2)$ too high, so relaxation would lower $J$ instead.

The response of the 3d shell is visible in its size. The mean radius of the spin-up 3d orbital is 0.514 Å in (5,0), 0.560 Å in (5,1) and 0.625 Å in (5,2). As electrons are added the shell expands, which reduces their mutual repulsion.

### (f) The same quantities from eigenvalues

By the stationarity just used, $\partial E/\partial N_s$ is the derivative of (4) at fixed orbitals. Adding $dN_s$ electrons to the 3d shell changes the one-body energy by $\langle h_2\rangle dN_s$, the Hartree energy by $\langle v_H\rangle dN_s$ and the rest by $\langle v_{xc,s}\rangle dN_s$. The sum is the eigenvalue of (5):

$$\frac{\partial E}{\partial N_s}=\varepsilon_{3d,s}\qquad\text{(Janak's theorem)}.$$

Integration over the occupations turns (2) into

$$U=\int_1^2[\varepsilon_\downarrow(5,b)-\varepsilon_\downarrow(4,b)]\,db .$$

Along the flip path an up electron is removed while a down electron is added, so

$$J=\frac13\int_0^1[\varepsilon_\downarrow-\varepsilon_\uparrow]_{(5-t,\,1+t)}\,dt .$$

Simpson's rule, with the two ends and the midpoint, gives $U=16.467$ eV and $J=0.934$ eV, the same as the total energies. The midpoint alone, which is Slater's transition state, gives 16.499 and 0.934 eV. Its error in $U$ is 0.03 eV relative to the total-energy difference. This check tests the consistency of energies and potentials, not the LSD functional.

### (g) Comparison and choice of differences

The path from the unscreened integral to the relaxed $U$ is

$$23.577-0.097-6.622-0.391=16.467\ \text{eV},$$

where the three reductions are correlation, 3d relaxation with the core frozen, and the further relaxation of the core. The ratio $U/F^0$ is 0.70, and nearly all of the reduction is relaxation.

For $J$ the ratio to $J_S$ is 0.75, for a different reason. LSD exchange lies 0.157 eV below the Slater average, correlation removes a further 0.166 eV, and relaxation away from the (3,3) orbitals returns about 0.015 eV. A common screening factor for $U$ and $J$ would give similar numbers here but would misstate the physics.

The high-spin difference is

$$W=-16.834+31.848=15.014\ \text{eV},\qquad U-W=1.453\ \text{eV}.$$

In the pair model (1), $U-W$ would equal $J$, yet here it exceeds the spin-flip value by more than half. The reason follows from the definitions:

$$U-W=[E(4,1)-E(5,0)]-[E(4,2)-E(5,1)]=4J_5-3J,$$

where $J_5=(36.104-31.848)/4=1.064$ eV is the spin-flip value of the d⁵ ion. Numerically $4.256-2.803=1.453$ eV. Since $U-W-J=4(J_5-J)$, the change of $J$ by 0.130 eV between d⁵ and d⁶ enters four times. Two effects favour a larger $J_5$. The d⁵ orbital is more compact. Also, even with frozen orbitals the LSD exchange part depends on $n$: the total density $\rho$ in $J_x$ is smaller for five d electrons, and the polarization in the higher terms of (6) is larger. How the 0.130 eV divides between these effects is not computed here.

$J$ should therefore be taken from spin flips at fixed charge. Equivalently, $W+J=15.948$ eV differs from $U$ by 0.52 eV, which is the same quantity $4(J_5-J)$. The d⁷ energy cancels from it, so this spread shows how far one constant $J$ fails to describe both the d⁵ and the d⁶ ion.

The values hold for the free ion with an empty 4s shell. For seven d electrons this is a constraint: in (5,2) the empty spin-up 4s level (−11.1 eV) lies below the spin-down 3d level (−10.4 eV), so by Janak's theorem moving charge from 3d to 4s would lower the LSD energy. $E(5,2)$, which enters $U$ and $W$, is thus not the lowest LSD energy of the singly charged ion. In a solid, the orbitals differ, and 4s electrons and neighbouring atoms can also respond to a change of the d charge. None of this is in the calculation, so 16.5 eV is not a Hubbard parameter for an iron compound.

## Table of computed values

```
Fe2+ nuclear charge Z = 26, reference d occupation (5,1)
radial grid points = 601, Gaussians s,p,d = 20,14,12
total energy E(5,1) = -34294.411 eV
E(5,0) - E(5,1) = 31.848 eV
E(4,1) - E(5,1) = 36.104 eV
E(5,1) - E(5,1) = 0.000 eV
E(4,2) - E(5,1) = 2.803 eV
E(3,3) - E(5,1) = 3.735 eV
E(5,2) - E(5,1) = -16.834 eV
Slater F0 = 23.577 eV
Slater F2 = 10.748 eV
Slater F4 = 6.655 eV
ratio F4/F2 = 0.619
unscreened J = (F2+F4)/14 = 1.243 eV
frozen U, correlation part = -0.097 eV
frozen-orbital U = 23.480 eV
frozen-core U (3d relaxed) = 16.858 eV
relaxed U = 16.467 eV = 0.6052 hartree
lowering of U by 3d relaxation = 6.622 eV
further lowering by core relaxation = 0.391 eV
ratio U/F0 = 0.698
frozen J, exchange part = 1.086 eV
frozen J, correlation part = -0.166 eV
frozen-orbital J = 0.919 eV
relaxed J from (5,1)->(4,2) = 0.934 eV = 0.0343 hartree
relaxed J from (4,2)->(3,3) = 0.932 eV
relaxed J from (5,0)->(4,1) = 1.064 eV
ratio J/J_unscreened = 0.752
high-spin difference W = 15.014 eV
W + J = 15.948 eV
U - W = 1.453 eV
mean radius of spin-up 3d in (5,0) = 0.5143 angstrom
mean radius of spin-up 3d in (5,1) = 0.5599 angstrom
mean radius of spin-up 3d in (5,2) = 0.6247 angstrom
U from eigenvalues, Simpson = 16.467 eV
U from eigenvalues, midpoint = 16.499 eV
J from eigenvalues, Simpson = 0.934 eV
J from eigenvalues, midpoint = 0.934 eV
U in larger basis = 16.467 eV
J in larger basis = 0.934 eV
d5 ion, |PySCF - radial code| = 0.00007 eV
```
